# Solute diffusion in a face-centred cubic metal from five vacancy jump rates, part 2

A dilute substitutional solute in a face-centred cubic crystal of cube edge $a$ moves only by exchanging places with a single vacancy. The vacancy may then reverse the jump, so the diffusivity $D$ is the independent-jump value $a^2c_vgw_2$ times a correlation factor $f$. The squared jump length is $a^2/2$. The solute's displacement $X$ along $x$ obeys $\langle X^2\rangle=2Dt$ at long times $t$.

Rates, each for one specified jump, are in $\mathrm{s^{-1}}$: $w_2$ exchange, $w_1$ rotation between nearest-neighbour sites of the solute, $w_3$ dissociation from such a site, $w_4$ the reverse association, and $w_0$ all other vacancy jumps. The vacant fraction far from solutes is $c_v$. Also $g\equiv w_4/w_3=\exp(E_b/kT)$, with binding energy $E_b$ positive for attraction, Boltzmann's constant $k$ and temperature $T$; and $\alpha\equiv w_4/w_0$.

Vacancy positions $\mathbf r$ relative to the solute are integer triples in units of $a/2$. The first shell is the twelve sites of type $(1,1,0)$; outer sites are all others except the solute site. From $(1,1,0)$ the seven dissociation jumps end at $(2,0,0)$, $(0,2,0)$, $(2,2,0)$, $(2,1,\pm1)$ and $(1,2,\pm1)$.

Let $\psi(\mathbf r)$ be the mean future $x$ displacement of the solute caused by a vacancy now at $\mathbf r$, and $u$ its value on first-shell sites with $x>0$. Then

$$
7F\equiv7-\sum_{7}h(\mathbf r'),\qquad h(\mathbf r)\equiv\frac{\psi(\mathbf r)}{u},
$$

$$
\boxed{D=a^2c_v\frac{w_4}{w_3}w_2f,\qquad
f=\frac{2w_1+7Fw_3}{2w_1+2w_2+7Fw_3}.}
$$

With $P\equiv2w_1+7Fw_3$, $f=P/(P+2w_2)$. On the first shell $h$ is $1$, $0$ or $-1$ by the sign of $x$; it vanishes at infinity. At an outer site $\mathbf s$,

$$
w_0\sum_{\rm outer}[h(\mathbf s')-h(\mathbf s)]
+w_4\sum_{\rm first\ shell}[h(\mathbf n)-h(\mathbf s)]=0 .
$$

So $F$ depends on $\alpha$ alone: $F\to1$ as $\alpha\to0$, and $F\to\frac27$ (the sum of $h$ being 5) as $\alpha\to\infty$. Setting $F=1$ ignores the net effect of returns.

Maximum argument: a function that everywhere equals a weighted average of its values one jump away, and vanishes at infinity, is zero.

## The return function and an interconnect example

The second half uses the following symbols and results. The rates $w_0,w_1,w_2,w_3,w_4$ describe bulk hopping, rotation, exchange, dissociation and association, each for one specified jump. With $g=w_4/w_3$, $\alpha=w_4/w_0$ and $P=2w_1+7Fw_3$, the solute diffusivity is $D=a^2c_vgw_2f$, where $f=P/(P+2w_2)$. The vacant fraction $c_v$ refers to sites far from solutes. The function $h$ equals $1$, $0$ or $-1$ on the first shell according to the sign of $x$, and $7F=7-\sum_7h$. Coordinates are again in units of $a/2$.

To find $F(\alpha)$ on the infinite lattice, define the operator

$$
Lh(\mathbf s)=\sum_{\mathbf s'}[h(\mathbf s')-h(\mathbf s)]
$$

with the sum over all twelve neighbours of $\mathbf s$. Its Green function satisfies $LG=-\delta$, where $\delta$ is one at the origin and zero elsewhere. A plane wave with wave vector $(k_x,k_y,k_z)$, in units of $2/a$, is multiplied by $-\Lambda$ under $L$, where

$$
\Lambda=12-4(\cos k_x\cos k_y+\cos k_y\cos k_z+\cos k_z\cos k_x).
$$

It follows that

$$
G(l,m,n)=\frac1{\pi^3}\int_0^\pi\!\!\int_0^\pi\!\!\int_0^\pi
\frac{\cos lk_x\cos mk_y\cos nk_z}{\Lambda}\,dk_x\,dk_y\,dk_z ,
$$

because applying $L$ cancels $\Lambda$ and leaves minus the average of the product of the three cosines, which is zero unless $l=m=n=0$. Near the origin $\Lambda\approx4k^2$, and the same form occurs near $(\pi,\pi,\pi)$. The integral is finite in three dimensions.

The $k_z$ integral can be done by hand. Write $\Lambda=A-B\cos k_z$ with $A=12-4\cos k_x\cos k_y$ and $B=4(\cos k_x+\cos k_y)$, and set $R=\sqrt{A^2-B^2}$ and $\tau=B/(A+R)$. Then $B/A=2\tau/(1+\tau^2)$ and $R/A=(1-\tau^2)/(1+\tau^2)$. Summing a geometric series gives

$$
1+2\sum_{j\ge1}\tau^j\cos jk_z
=\frac{1-\tau^2}{1-2\tau\cos k_z+\tau^2}
=\frac{R}{A-B\cos k_z}.
$$

The average of $\cos nk_z/\Lambda$ over $k_z$ is therefore $\tau^n/R$. The remaining two integrals are numerical. They give $12G(0,0,0)=1.344661$. Since $12G$ obeys the next-jump equation for the mean number of visits to the origin, this is the mean number of visits by a vacancy that starts there in the pure host, with the start included.

Extend $h$ to the solute site by setting $h(\mathbf 0)=0$, and let $\rho=Lh$. At the origin $\rho=0$, because the values on the first shell add to zero. At an outer site, let $S_o$ be the sum of $h(\mathbf s')-h(\mathbf s)$ over outer neighbours and $S_n$ the same sum over first-shell neighbours. The equation for the wandering vacancy is $S_o+\alpha S_n=0$. Thus

$$
\rho=S_o+S_n=(1-\alpha)S_n .
$$

This source is confined to the first shell and to the 42 outer sites that touch it: 6 second, 24 third and 12 fourth neighbours. With $\rho$ known, $h(\mathbf s)=-\sum_{\mathbf s'}G(\mathbf s-\mathbf s')\rho(\mathbf s')$. The difference of the two sides is annihilated by $L$ everywhere and vanishes at infinity, so the maximum argument of the first half makes it zero.

Sites with $x=0$ have $h=\rho=0$. Symmetry groups the other outer contact sites into four classes, represented by

$$
(2,0,0),\quad(2,1,1),\quad(1,2,1),\quad(2,2,0).
$$

Number these classes 1 to 4 and call the first-shell class $(1,1,0)$ number 0. Within a class, $h$ has the same size everywhere and the sign of $x$. Let $m_i$ be the number of first-shell sites touched by representative $i$, and $A_i$ the sum of the assigned values on them. Let $v_i$ be the number of dissociation jumps from $(1,1,0)$ that end in class $i$. Counting neighbours gives

$$
m=(4,2,2,1),\qquad A=(4,2,1,1),\qquad v=(1,2,2,1).
$$

The six jumps counted in $v$ and the jump to $(0,2,0)$, where $h=0$, make up the seven. Define the reduced Green matrix

$$
\mathcal G_{ij}=\sum_{\mathbf s\in j}\operatorname{sgn}(x_{\mathbf s})\,G(\mathbf r_i-\mathbf s),
\qquad i,j=0,\ldots,4,
$$

with $\mathbf r_i$ the representative of class $i$. Then $h_i=-\sum_j\mathcal G_{ij}\rho_j$. The inverse $\Gamma=\mathcal G^{-1}$ exists: multiplying row $i$ by the number of sites in class $i$ turns $\mathcal G$ into the matrix of a quadratic form of $G$, and this form is positive because $1/\Lambda>0$. Hence $\rho=-\Gamma h$. For the outer classes, $h_0=1$ and $\rho_i=(1-\alpha)(A_i-m_ih_i)$, so

$$
-\Gamma_{i0}-\sum_{j=1}^4\Gamma_{ij}h_j=(1-\alpha)(A_i-m_ih_i).
$$

Moving the unknowns to the left gives four linear equations,

$$
\sum_{j=1}^4\left[\Gamma_{ij}-(1-\alpha)m_i\delta_{ij}\right]h_j
=-\Gamma_{i0}-(1-\alpha)A_i ,\qquad i=1,\ldots,4.
$$

Each row is linear in $\alpha$. By Cramer's rule, $\sum_iv_ih_i$ is a ratio of two polynomials of degree at most four. With the numerical Green function,

$$
\begin{aligned}
7F&=7-\frac{N(\alpha)}{M(\alpha)},\\
N&=10.00\alpha^4+180.31\alpha^3+924.33\alpha^2+1338.06\alpha,\\
M&=2.00\alpha^4+40.15\alpha^3+253.30\alpha^2+595.97\alpha+435.28 .
\end{aligned}
$$

The common scale of $N$ and $M$ is arbitrary and has been chosen to make the leading coefficient of $M$ equal to two. The ratio vanishes at $\alpha=0$ and tends to five at large $\alpha$, in agreement with the limits found earlier. Between them, $F=0.959$, $0.736$ and $0.400$ at $\alpha=0.1$, $1$ and $10$.

If all five rates are equal, the solute is simply a labelled host atom. Then $7F=5.1513$ and

$$
f_0=\frac{2+5.1513}{4+5.1513}=0.7815 .
$$

An independent calculation of $D$ places one solute and one vacancy in a periodic cube, without using $\psi$ or the reduction by symmetry. The average $\langle e^{iqX}\rangle$ decays as $e^{-Dq^2t}$ for small $q$, since its logarithm begins with $-q^2\langle X^2\rangle/2$. The slowest decay rate of the full matrix of jumps, with the exchange elements multiplied by $e^{\pm iqa/2}$ where the solute moves along $x$, therefore gives $D$ when divided by $q^2$. Dividing $D$ by $a^2c_vgw_2$ then gives $f$. Here $c_v=1/(N_o+12g)$ is the probability of finding the one vacancy at a given outer site, and $N_o$ is the number of outer sites in the cube. Cubes of edge $4a$, $5a$ and $6a$ were used with $qa/2=0.01$, and the results were extrapolated to infinite size. For $(w_0,w_1,w_2,w_3,w_4)$ proportional to $(1,0.3,4,0.5,2.5)$ this gives $f=0.24791$, and the formula gives $0.24790$. For $(1,2,1.5,0.8,0.2)$ both give $0.75342$, and for equal rates both give $0.78145$. The test required agreement within $5\times10^{-4}$. In the first of these cases, $F=1$ would give $0.33884$, which is 37 per cent above the formula with returns included.

The temperature dependence of $f$ also enters the activation energy. Let $\beta=1/kT$, and take

$$
c_v=e^{S_f/k}e^{-\beta E_f},\qquad w_i=\nu e^{-\beta E_i},
$$

with one attempt frequency $\nu$ for all jumps. Here $E_f$ and $S_f$ are the vacancy formation energy and entropy. Then $g=e^{\beta E_b}$ with $E_b=E_3-E_4$. Define $E_P=-d\ln P/d\beta$. Differentiating $\ln f=\ln P-\ln(P+2w_2)$ gives

$$
\begin{aligned}
-\frac{d\ln f}{d\beta}
&=E_P-\frac{PE_P+2w_2E_2}{P+2w_2}\\
&=E_P-fE_P-(1-f)E_2=(1-f)(E_P-E_2).
\end{aligned}
$$

The activation energy $Q=-d\ln D/d\beta$ is thus

$$
Q=E_f-E_b+E_2+(1-f)(E_P-E_2).
$$

When exchange is fast, $f\to0$ and $E_2$ cancels. The barrier that remains is that of the jumps by which the vacancy loses its directional memory.

The worked example is an attractive solute inside a copper grain. Its parameters are rough and belong to no particular solute: $a=0.36$ nm, $\nu=10$ THz, $E_f=1.30$ eV, $S_f=1.5k$, and barriers $E_0$ to $E_4$ of 0.75, 0.70, 0.65, 0.84 and 0.74 eV. The binding energy is $0.84-0.74=0.10$ eV. At 573 K, a temperature for accelerated tests, $kT=0.04938$ eV and

$$
c_v=\exp\left(1.5-\frac{1.30}{0.04938}\right)=1.65\times10^{-11}.
$$

The rates needed for $f$ are $w_1=6.970\times10^6$, $w_2=1.919\times10^7$ and $w_3=4.091\times10^5\ \mathrm{s^{-1}}$. Since $\alpha=1.2245$, $F=0.7027$. Hence

$$
\begin{aligned}
P&=2(6.970\times10^6)+7(0.7027)(4.091\times10^5)
=1.595\times10^7\ \mathrm{s^{-1}},\\
f&=\frac{1.595\times10^7}{1.595\times10^7+3.838\times10^7}=0.294 .
\end{aligned}
$$

Rotation supplies 87 per cent of $P$, so the treatment of returns matters little here: $F=1$ would raise $f$ by only 3.7 per cent. With $g=7.578$,

$$
\begin{aligned}
D&=(0.36\times10^{-9}\ \mathrm m)^2(1.65\times10^{-11})(7.578)\\
&\quad\times(1.919\times10^7\ \mathrm{s^{-1}})(0.2936)\\
&=9.13\times10^{-23}\ \mathrm{m^2/s}=9.13\times10^{-19}\ \mathrm{cm^2/s}.
\end{aligned}
$$

This is 21.6 times the host self-diffusivity in the same model. In 1000 hours the root-mean-square displacement along one axis, $\sqrt{2Dt}$, is 26 nm. At this temperature $E_P=0.718$ eV, and the correlation term is $0.706(0.718-0.650)=0.048$ eV. The activation energy is

$$
Q=1.30-0.10+0.65+0.048=1.898\ \mathrm{eV}.
$$

At 378 K, a temperature of use, $f$ falls to 0.182 and $D$ to $2.28\times10^{-27}\ \mathrm{cm^2/s}$. The root-mean-square displacement in ten years is 0.012 nm. Any solute displaced along $x$ has moved by at least $a/2=0.18$ nm, so the fraction displaced along $x$ is at most $(0.012/0.18)^2$, or about 0.4 per cent. For displacement in any direction the same argument gives at most $6Dt/(a^2/2)$, or about 0.7 per cent.

The lattice constant, vacancy energies and attempt frequency are in the rough range for copper. The values of $D$ are only as good as these energies: at a fixed prefactor, an error of 0.10 eV in $Q$ changes $D$ by a factor of 7.6 at 573 K and about 22 at 378 K. In a real fine-grained line, moreover, atoms do not move only through the grain interior. Take a boundary barrier of 0.90 eV, the prefactor $a^2\nu$, a boundary width of 0.5 nm, parallel boundaries 100 nm apart that run along the line, and equal solute content in boundary and grain. Boundary transport then exceeds lattice transport by about $9\times10^5$ at 573 K and $3\times10^{10}$ at 378 K. The calculated $D$ describes a grain interior that is free of dislocations and has the equilibrium vacancy content. That content is very small: a cube of edge 100 nm holds on average about $1.4\times10^{-3}$ vacancies at 573 K and $2\times10^{-9}$ at 378 K. Here $c_v$ is a time average maintained by boundaries and interfaces, and since $D$ is proportional to $c_v$, any excess vacancies raise $D$ in proportion. It must not be used as the total transport coefficient of such a line, in which boundaries, interfaces and dislocations can all provide faster paths.

Three other omissions have much smaller effects in this example. A stress of 200 MPa acting on one atomic volume changes the exponent of $D$ by 0.295 at 573 K, a factor of about 1.3, if the activation volume equals an atomic volume. A second-neighbour attraction of 0.02 eV, with each saddle energy shifted by the mean of its end-point shifts and $c_v$ held fixed, raises $D$ by about half a per cent in the cube of edge $6a$. The leading tunnelling correction to a single jump rate, $(h_P\nu/kT)^2/24$ with $h_P$ Planck's constant and a barrier frequency equal to $\nu$, is 3 per cent at 573 K and 7 per cent at 378 K. Quantizing the vibration along the jump path in the initial site, if it also has frequency $\nu$, adds a correction of about the same size.

Dilution is a further restriction. At a solute content of 0.5 atomic per cent, the 54 sites formed by the first shell and its outer contacts hold 0.27 other solutes on average, so overlapping surroundings are not rare. To first order in the solute content, binding also raises the total vacancy content at 573 K by the fraction $12(0.005)(7.578-1)=0.39$. For well-separated solutes the formula needs $c_v$ far from all of them, and inserting the total content would count part of the binding twice. Where surroundings overlap, the single-solute formula itself needs correction.

In electromigration, a weak force $K$ acting on the solute alone gives it the drift velocity $DK/kT$. This follows because drift and diffusion must cancel in the Boltzmann distribution of a static potential. An electric current also exerts a force on the host atoms, which biases the vacancy jumps around the solute. That contribution requires a second transport coefficient, so $D$ alone does not determine the electromigration velocity of the solute. The remaining computed values are listed in the numerical output.

## Table of computed values

```
Test of f: w0..w4 (units of w0), formula, periodic cells, F=1 value
 equal rates: [1.0, 1.0, 1.0, 1.0, 1.0] 0.78145 0.78145 0.81818
 strong return: [1.0, 0.3, 4.0, 0.5, 2.5] 0.24790 0.24791 0.33884
 weak association: [1.0, 2.0, 1.5, 0.8, 0.2] 0.75342 0.75342 0.76190
 example 573 K: [1.0, 2.753, 7.578, 0.162, 1.224] 0.29364 0.29361 0.30454
Green function at origin times 12: 1.344661
7F = 7 - N/M, alpha = w4/w0; coefficients from alpha^4 to alpha^0
 N: 10.00 180.31 924.33 1338.06 0.00
 M: 2.00 40.15 253.30 595.97 435.28
 alpha = 0.1: 7F = 6.7121, F = 0.9589
 alpha = 1: 7F = 5.1513, F = 0.7359
 alpha = 10: 7F = 2.7972, F = 0.3996
Example inputs (rough, copper grain interior)
 a = 0.36 nm, attempt frequency = 10 THz
 formation energy = 1.30 eV, entropy = 1.5 k
 barriers E0..E4 = 0.75 0.70 0.65 0.84 0.74 eV
 binding energy = 0.10 eV
T = 573 K: kT = 0.04938 eV, c_v = 1.650e-11
 w0..w4 = 2.532e+06 6.970e+06 1.919e+07 4.091e+05 3.100e+06 1/s
 w4/w3 = 7.578, w4/w0 = 1.2245, F = 0.7027, f = 0.2936
 solute D = 9.127e-19 cm2/s = 9.127e-23 m2/s
 host self-diffusion = 4.230e-20 cm2/s, solute/host = 21.578
 rms x-displacement in 1000 h = 2.563e+01 nm
 grain-boundary/lattice transport = 8.62e+05
 stress times atomic volume / kT = 0.295
 leading tunnelling correction = 0.0292
T = 378 K: kT = 0.03257 eV, c_v = 2.084e-17
 w0..w4 = 1.001e+03 4.646e+03 2.156e+04 6.317e+01 1.361e+03 1/s
 w4/w3 = 21.541, w4/w0 = 1.3593, F = 0.6851, f = 0.1820
 solute D = 2.283e-27 cm2/s = 2.283e-31 m2/s
 host self-diffusion = 2.113e-29 cm2/s, solute/host = 108.069
 rms x-displacement in 10 years = 1.200e-02 nm
 grain-boundary/lattice transport = 2.84e+10
 stress times atomic volume / kT = 0.447
 leading tunnelling correction = 0.0672
At 573 K: E_P = 0.7180 eV, correlation term = 0.0480 eV
 activation energy Q = 1.8980 eV (from slope 1.8980 eV)
Inputs for neglected effects (rough)
 boundary: barrier 0.90 eV, prefactor 1.296e-02 cm2/s, width 0.5 nm, grain 100 nm
 stress = 200 MPa, atomic volume = 0.01166 nm3
 second-neighbour energy -0.02 eV: D multiplied by 1.0055
 solute content 0.5 at.%: mean number of other solutes in 54 sites = 0.270
 relative rise of total vacancy content at 573 K = 0.395
```
